Why heavily n-type silicon favours donor-vacancy complexes: the acceptor-filling energy

**1. Invariance fixes the form of the gain**

Consider a defect with one empty acceptor state of energy ε, in contact with an electron reservoir at Fermi level μ. Let G be the energy gained by letting the state fill, at zero temperature.

Adding a constant c to every one-electron energy moves μ and ε together. It cannot change G, because electrons are conserved: whatever the defect receives, the reservoir loses. Hence G depends on δ = μ − ε alone. No other energy is available at zero temperature, so multiplying all energies by λ > 0 must multiply G by λ. A function of one variable with this property is linear on each side of zero:

G = a δ for δ > 0,  G = b δ for δ < 0.

For δ < 0 the state stays empty, so b = 0. For δ > 0 one electron is transferred, so a = 1. Therefore

G = max(0, μ − ε).

At temperature T there is a second energy, τ = k_B T, and the same argument gives G = τ g(δ/τ), with g a dimensionless function.

The slope of G with respect to μ is thus the number of electrons accepted. A defect that accepts four electrons gains 4 eV for each 1 eV rise of the Fermi level. In this way n-type doping lowers the formation energy of a vacancy complex that accepts electrons. It remains to find how many electrons are accepted, at which energies, and how the gain compares with the other terms in the balance.

The algebra uses atomic units (ħ = electron mass = elementary charge = 1). Numerical energies are in eV, measured from the valence-band edge.

**2. Electron counting**

In silicon a vacancy leaves four neighbours, each with one dangling orbital holding one electron. The four orbitals have room for eight electrons, so a neutral vacancy could accept four more. Whether it does depends on their energies.

Let D_mV be a vacancy with m of its neighbours replaced by group-V donors. A donor has five valence electrons, of which three go into its remaining bonds and two are left for the dangling orbital. A silicon neighbour supplies one. The neutral complex therefore has (4 − m) + 2m = 4 + m electrons in the four orbitals. If n electrons have been accepted beyond the four of a neutral vacancy, the charge is

q = (4 + m) − (4 + n) = m − n.

For m = n = 4 the complex is neutral and its shell is full.

The formation reaction starts from isolated, ionized donors:

m D⁺ + n e⁻ → D_mV with charge m − n, plus one silicon atom added to the crystal.

The donors' own electrons are already in the reservoir. Let E_m(N) be the lowest energy with N electrons in the four orbitals, and define the acceptor levels by

ε_i = E_m(4 + i) − E_m(3 + i),  i = 1, …, 4.

Summing the first n of them, all intermediate energies cancel:

ε₁ + … + ε_n = E_m(4 + n) − E_m(4).

Let F_m⁰ be the formation energy for n = 0. It contains broken bonds, strain, the repulsion between donor cores and their attraction to the first four electrons. It does not depend on μ. Taking n electrons from a large reservoir lowers the reservoir's energy by nμ; the correction is of order n² divided by the crystal size. Hence

F_m(n, μ) = F_m⁰ + (ε₁ + … + ε_n) − nμ.

**3. First contribution: filling the acceptor states**

At equilibrium n takes the value that minimizes F_m(n, μ). Writing the minimum as F_m⁰ − G_m gives

G_m(μ) = max over n of [(μ − ε₁) + … + (μ − ε_n)],

where n = 0 contributes zero. This holds for μ above the defect's donor levels, so that it does not give up any of its first four electrons.

If the levels ascend, the terms μ − ε_i decrease with i. The sum grows as long as terms are positive and falls afterwards, so

G_m(μ) = Σ_i max(0, μ − ε_i).

This is the result of section 1, once for each level.

The second form fails if adding an electron makes the next one easier to add. Suppose there are two levels with ε₂ < ε₁. Then

G = max(0, μ − ε₁, 2μ − ε₁ − ε₂).

The one-electron term never wins: if μ > ε₁, then μ − ε₂ > 0 and the two-electron term is larger; if μ < ε₁, the one-electron term is negative. Both electrons enter together at μ = (ε₁ + ε₂)/2. Between ε₂ and ε₁ the sum of positive parts would count the gain of the second electron without the cost of the first. In a test with the four-orbital model of section 4, made attractive by U = −0.4 eV and W = 0 and taken at μ = 0.106 eV, the true gain was 0.006 eV, while the sum of positive parts gave 0.302 eV.

**4. Second contribution: donor cores lower the levels**

An isolated vacancy also profits from acceptor filling. To see why the complex profits more, a model of the levels is needed. Take four equivalent orbitals with energy e₀, hopping −t between every pair, repulsion U for two electrons on one site, and repulsion W between electrons on different sites. A donor has one extra positive core charge. It is taken to attract an electron as strongly as an electron on its site would repel it: by U on its own site and by W on the other three.

With four donors every orbital is lowered by the same amount, U from its own core and W from each of three others:

H₄ = H₀ − (U + 3W) N.

E(N) therefore shifts by −(U + 3W)N, and each difference of successive energies by

ε_i⁽⁴⁾ = ε_i⁽⁰⁾ − (U + 3W).

For fewer donors the shift depends on where the added electron goes. Turn on one new core at site j with strength λ from 0 to 1. The derivative of a ground-state energy with respect to λ is the expectation value of the added term, −U⟨n_j⟩ − W Σ_{i≠j}⟨n_i⟩. Let Δn_i be the change of site occupation when one electron is added, so that Σ_i Δn_i = 1. Then

dε/dλ = −U Δn_j − W(1 − Δn_j) = −[W + (U − W) Δn_j].

The level falls by W plus a part proportional to the charge arriving on the donor's own site. With U > W it falls whenever Δn_j > −W/(U − W). Diagonalization of the model for m = 0 to 4 confirms that, with the parameters below, each added donor lowers every acceptor level.

The example uses round parameters: t = 0.3 eV, U = 0.3 eV, W = 0.1 eV, e₀ = 0.05 eV, and a gap of 1.1 eV. They describe a tetrahedral vacancy of the silicon type, but they are not a computed silicon defect.

The highest level of the bare vacancy can be found by hand. The hopping matrix has one eigenvalue −3t and three eigenvalues +t, so the hopping energy of the full shell is zero. Its repulsion is 4U plus 4W for each of six site pairs:

E₀(8) = 8e₀ + 4U + 24W.

With seven electrons one site is singly occupied. Three site pairs contribute 4W and three contribute 2W, wherever the hole sits. Taking the electron from a +t orbital gives the lowest energy:

E₀(7) = 7e₀ + 3U + 18W − t.

The difference is

ε₄⁽⁰⁾ = e₀ + t + U + 6W = 0.05 + 0.3 + 0.3 + 0.6 = 1.25 eV.

Diagonalization gives all the levels:

bare vacancy: 0.813, 1.050, 1.150, 1.250 eV
D₄V: 0.213, 0.450, 0.550, 0.650 eV

The shift is U + 3W = 0.3 + 0.3 = 0.6 eV for each. Two levels of the bare vacancy lie above the conduction edge and would not be bound states. All four levels of D₄V lie in the gap. That placement comes from the chosen parameters. In a real As₄V or P₄V each donor is threefold coordinated with a filled lone pair, whose levels are expected at or below the valence-band edge. Such a complex holds all four electrons for any Fermi level in the gap, and the incomplete filling found below is a property of this example only.

**5. Weighing the two electronic contributions**

Put the Fermi level at the conduction edge, μ = 1.1 eV. The bare vacancy accepts two electrons:

G₀ = (1.1 − 0.813) + (1.1 − 1.050) = 0.337 eV.

D₄V accepts four:

G₄ = 4 × 1.1 − (0.213 + 0.450 + 0.550 + 0.650) = 2.537 eV.

The difference, 2.20 eV, has two parts. The two electrons that the bare vacancy also holds are each lowered by 0.6 eV, which gives 1.20 eV. The two additional electrons gain 1.1 − 0.550 = 0.55 eV and 1.1 − 0.650 = 0.45 eV, together 1.00 eV.

These parts answer different questions. The 1.20 eV is attraction between donor cores and electrons that both defects hold; once both hold them, it no longer changes with μ. The additional electrons provide the dependence on doping. To make this precise, define the energy gained when m isolated donors join an existing vacancy:

B_m = F_0 − F_m = (F_0⁰ − F_m⁰) + G_m − G_0.

Since the slope of each G is the number of accepted electrons,

dB_m/dμ = n_m − n_0.

Donors bind more strongly with rising μ only where the complex holds more accepted electrons than the bare vacancy. If both held four, a further rise of μ would favour both equally and leave their binding unchanged. The statement that acceptor filling favours complexes is therefore incomplete without the lowering of the levels by the donors.

The sign of B_m itself also needs F_0⁰ − F_m⁰, which the four-orbital model does not supply. The 2.20 eV is the difference of two filling gains, not a complete binding energy.

The smaller complexes lie between the two cases. At the conduction edge the numbers of accepted electrons for m = 0 to 4 are 2, 3, 4, 4, 4, and the gains are 0.34, 0.71, 1.23, 1.84 and 2.54 eV. From m = 2 onward the number no longer rises, but the gain still does, because the levels keep falling.

For D₄V the dependence on μ is steep. The gain is 0.34 eV at μ = 0.5 eV, 0.94 eV at 0.7 eV, 1.74 eV at 0.9 eV and 2.54 eV at 1.1 eV. From 0.7 eV upward all four levels are filled and each step of 0.2 eV adds 4 × 0.2 = 0.8 eV.

**6. Third contribution: temperature**

At finite temperature several charge states coexist. Let k run over all many-electron states, with energy E_k and electron number N_k. Measured from the lowest four-electron state, the grand partition function is

Ξ_m = Σ_k exp{−[E_k − E_m(4) − (N_k − 4)μ]/τ},

and the formation energy becomes

F_m = F_m⁰ − τ ln Ξ_m.

Differentiating the exponential brings down a factor (N_k − 4)/τ, so

dF_m/dμ = −τ (1/Ξ_m) dΞ_m/dμ = −⟨N − 4⟩ = −ν_m.

Here ν_m is the mean number of accepted electrons. The integer slope has become a thermal average, and dB_m/dμ = ν_m − ν_0. As τ → 0 the largest term dominates Ξ_m and section 3 is recovered.

Take τ = 0.1 eV, or 1160 K, a temperature at which atoms might rearrange. Between μ = 0.8 and 1.1 eV the gain rises by 1.11 eV for D₄V and by 0.33 eV for the bare vacancy. Dividing by the interval of 0.3 eV gives averages of 3.7 and 1.1 accepted electrons. The binding of four donors thus increases by 0.78 eV. The thermal sum for the bare vacancy includes its two levels above the conduction edge as if they were bound. Omitting them would lower its mean occupation and make the increase of binding larger.

**7. Fourth contribution: encounters and the finite supply of electrons**

A complex of four donors also needs four donors in one place. Moreover, each complex removes electrons from the band and so lowers μ. Both effects follow from minimizing the total free energy.

Count all quantities per lattice site: N_D donors in total, x complexes D₄V, d isolated donors and n_e band electrons. Assume dilute mixing, ionized isolated donors, negligible holes, and no other complexes. Donor conservation gives

d = N_D − 4x.

A complex has mean charge 4 − ν, where ν = ν₄. Neutrality then gives

n_e = d + x(4 − ν) = N_D − νx.

The total free energy per site is

f = f_e(n_e) + x[F₄⁰ − τ ln Ξ₄ + μν] + τ[x ln x − x + d ln d − d].

The term μν converts the defect's free energy from fixed μ to a fixed total number of electrons, since the band electrons are now counted explicitly in f_e. There is no further combinatorial factor: four donors can occupy the four neighbour sites in one way.

Differentiate with respect to x. The band satisfies df_e/dn_e = μ, so its term contributes

μ dn_e/dx = −μν − μx dν/dx.

In the bracket, d(−τ ln Ξ₄ + μν) = −ν dμ + ν dμ + μ dν = μ dν. The second term therefore contributes

F₄⁰ − τ ln Ξ₄ + μν + μx dν/dx.

The mixing term contributes τ ln x + τ ln d × (dd/dx) = τ ln x − 4τ ln d. In the sum, all terms with ν cancel:

0 = F₄⁰ − τ ln Ξ₄ + τ ln x − 4τ ln d.

Solving for x,

x = d⁴ Ξ₄ exp(−F₄⁰/τ) = d⁴ exp(−F₄/τ).

The factor d⁴ measures encounters, and the exponential contains the electronic gain at the Fermi level that remains after the complexes have formed. Direct numerical minimization of f agrees with this law for the two highest dopings considered below.

**8. How steeply the complexes grow with doping**

While x is small, d ≈ n_e ≈ N_D. Taking the logarithm of the last equation and using d ln Ξ₄/dμ = ν/τ,

d ln x/d ln N_D = 4 + (ν/τ) dμ/d ln n_e.

The 4 comes from encounters, the second term from acceptor filling.

For a parabolic band with edge E_c, unit mass and volume v per site, the number of states between k and k + dk, with spin, is vk²dk/π². With kinetic energy w = k²/2, one has k²dk = √(2w) dw, so

n_e = (√2 v/π²) ∫₀^∞ √w dw / {exp[(E_c + w − μ)/τ] + 1}.

If μ lies well below E_c, the 1 in the denominator can be dropped. The integral of √w exp(−w/τ) is (√π/2)τ^(3/2), hence

n_e = 2v (τ/2π)^(3/2) exp[(μ − E_c)/τ].

Then dμ/d ln n_e = τ and the exponent is 4 + ν. With all four levels filled it is 8: half from donor encounters, half from electrons.

In the opposite, strongly degenerate limit the band is filled up to μ, and n_e ∝ (μ − E_c)^(3/2). Then dμ/d ln n_e = (2/3)(μ − E_c), which exceeds τ when μ − E_c is much larger than τ. Because of Pauli exclusion, a given relative increase in the number of electrons raises the Fermi level more than in a nondegenerate band. With all four levels filled, the exponent then exceeds 8, provided x is still small. In the example below this proviso fails once μ reaches E_c: between N_D = 4.0×10⁻³ and 1.0×10⁻² the fraction grows from 1.67×10⁻⁴ to 1.46×10⁻³, an average exponent of only about 2.4.

For the example take v = 20 Å³, the free-electron mass and F₄⁰ = 1.2 eV, again a chosen value. At N_D = 3.0×10⁻⁴ the exponent is 7.57, with ν = 3.48: the filling is incomplete. At N_D = 1.0×10⁻³ it is 8.15, with ν = 3.80. The nondegenerate formula 4 + ν gives 7.80 for this ν, so the excess comes from the onset of degeneracy.

**9. Weighing encounters against electrons**

Compare N_D = 3.0×10⁻⁴ with 2.0×10⁻³. The Fermi level rises from 0.848 to 1.053 eV and F₄ falls from −0.396 to −1.161 eV. The complex fraction rises from 4.2×10⁻¹³ to 1.7×10⁻⁶, a factor of about 4×10⁶. The two contributions are

encounters: (2.0×10⁻³ / 3.0×10⁻⁴)⁴ ≈ 2.0×10³
electrons: exp[(1.161 − 0.396)/0.1] ≈ 2.1×10³

In this interval they have nearly equal weight. At lighter doping encounters weigh more. In this example the Fermi level is then lower and each complex accepts fewer electrons. In addition, holes cease to be negligible as N_D approaches the intrinsic carrier density, which for free-electron masses at τ = 0.1 eV is about 1.6×10⁻⁵ per site with a 1.1 eV gap and 7×10⁻⁵ with a 0.8 eV gap. Below that density μ is pinned near midgap and the exponent tends to 4, whatever the number of accepted electrons.

At N_D = 4.0×10⁻³ complexes start to consume a visible part of the electrons. The fraction is x = 1.67×10⁻⁴, so d = 4.0×10⁻³ − 4 × 1.67×10⁻⁴ = 3.33×10⁻³. With F₄ = −1.412 eV the law gives

x = (3.33×10⁻³)⁴ exp(14.12) ≈ 1.7×10⁻⁴,

as it should. The mean number of accepted electrons is 3.95. It is slightly below four because a complex can lose one electron from any of three degenerate orbitals with either spin. At μ = 1.117 eV the relative weight of these six states is 6 exp[−(1.117 − 0.650)/0.1] ≈ 0.056, which accounts for the missing 0.05.

There are now 0.835 band electrons per donor. At N_D = 1.0×10⁻² there are 0.424. Multiplying by N_D gives n_e = 3.3×10⁻³ and 4.2×10⁻³: 2.5 times as many donors yield only about 1.3 times as many electrons. This is deactivation by clustering. It limits itself, because each complex removes four isolated donors, which makes further encounters rarer, and about four band electrons, which lowers the Fermi level.

Two controls separate the causes at N_D = 4.0×10⁻³. If the complex is forbidden to accept electrons, its fraction is 1.8×10⁻¹⁴ instead of 1.7×10⁻⁴. If filling is allowed but compensation holds μ at midgap, 0.55 eV, the fraction is 2.8×10⁻¹². Many donors without a high Fermi level are therefore not sufficient in this model. The second control leaves out any pairing between donors and the compensating acceptors.

**10. Where the argument stops**

The expression for G_m as a maximum over n holds for any levels defined as total-energy differences, including lattice relaxation in each charge state, as long as μ lies above the donor levels. The sum of positive parts also needs ascending levels, which relaxation can spoil. The numerical levels do not include relaxation, and they are kept fixed as doping rises. In real heavily doped silicon, screening and shifts of the band edges would change the ε_i and F_m⁰. The example also keeps the gap at 1.1 eV, close to silicon's room-temperature value. At 1160 K the gap of silicon is only about 0.8 eV, and since up to four electrons are accepted, such a shift can change the gains and fractions strongly.

The rate at which the gain rises with μ also has an upper limit. Four orbitals accept at most four additional electrons, so the slope of F_m cannot exceed four in magnitude.

The equilibrium fractions treat D₄V as the sole complex. D₁V, D₂V and D₃V would compete for the same donors and electrons, so the fractions show the mechanism and do not predict silicon. Finally, a favourable energy does not create a complex by itself. Vacancies must be supplied and donors must move to them; if the anneal is too short or too cold, donors can stay active although the complex has the lower free energy. The numerical output lists the levels, gains and fractions used here.

Calculated quantities

```
Hopping t, repulsions U and W: 0.3, 0.3, 0.1 eV
Orbital energy, conduction edge: 0.05, 1.1 eV
Formation constant F0 of D4V: 1.2 eV
Thermal energy: 0.1 eV; temperature: 1160 K
Site volume: 20.0 cubic angstrom; band mass: 1 electron mass
Level shift by four donors, U+3W: 0.600 eV
m=0 acceptor levels: 0.8126, 1.0500, 1.1500, 1.2500 eV
m=1 acceptor levels: 0.7027, 0.8379, 1.0500, 1.1500 eV
m=2 acceptor levels: 0.5645, 0.6800, 0.8749, 1.0500 eV
m=3 acceptor levels: 0.4264, 0.5449, 0.6811, 0.9057 eV
m=4 acceptor levels: 0.2126, 0.4500, 0.5500, 0.6500 eV
m=0 at conduction edge: accepted electrons 2, gain 0.3374 eV
m=1 at conduction edge: accepted electrons 3, gain 0.7094 eV
m=2 at conduction edge: accepted electrons 4, gain 1.2307 eV
m=3 at conduction edge: accepted electrons 4, gain 1.8419 eV
m=4 at conduction edge: accepted electrons 4, gain 2.5374 eV
D4V zero-temperature gain at mu=0.3 eV: 0.0874 eV
D4V zero-temperature gain at mu=0.5 eV: 0.3374 eV
D4V zero-temperature gain at mu=0.7 eV: 0.9374 eV
D4V zero-temperature gain at mu=0.9 eV: 1.7374 eV
D4V zero-temperature gain at mu=1.1 eV: 2.5374 eV
Thermal gain, mu 0.8 to 1.1 eV, bare V: 0.3338 eV
Thermal gain, same interval, D4V: 1.1120 eV
Increase of D4V binding, same interval: 0.7783 eV
Inverted-level test: mu 0.1057 eV, true gain 0.0064 eV
Inverted-level test: sum of positive parts 0.3019 eV
Donors/site 3.0e-04: D4V/site 4.245e-13, mu 0.8484 eV
  accepted per D4V 3.476, band electrons/donor 1.0000, F -0.3959 eV
Donors/site 1.0e-03: D4V/site 5.423e-09, mu 0.9752 eV
  accepted per D4V 3.802, band electrons/donor 1.0000, F -0.8598 eV
Donors/site 2.0e-03: D4V/site 1.738e-06, mu 1.0533 eV
  accepted per D4V 3.901, band electrons/donor 0.9966, F -1.1610 eV
Donors/site 4.0e-03: D4V/site 1.669e-04, mu 1.1172 eV
  accepted per D4V 3.946, band electrons/donor 0.8353, F -1.4118 eV
Donors/site 1.0e-02: D4V/site 1.455e-03, mu 1.1491 eV
  accepted per D4V 3.960, band electrons/donor 0.4237, F -1.5377 eV
Doping exponent at 3.0e-04 donors/site: 7.573
Doping exponent at 1.0e-03 donors/site: 8.150
Control donors/site: 4.0e-03
Control, filling forbidden, D4V/site: 1.828e-14
Control, mu at 0.55 eV, D4V/site: 2.835e-12
```
